# Why Thermal Noise Erases an Ideal Memristor in a Closed Loop

**Q.** I describe my resistive memory cell as an ideal memristor: its resistance depends on the charge that has passed. With no applied voltage there should be no current, so the resistance should stay put. Why would it forget?

**A.** Zero applied voltage does not mean zero current at every instant. Your model is

$$v=M(q)\,i,\qquad \frac{dq}{dt}=i,\qquad M>0,$$

and a resistance at temperature $T$ has a fluctuating voltage. If the circuit is closed, that voltage drives current, and the memristor integrates the current into its state. I assume that no energy depends on $q$, so no force returns the charge to its written value.

Take a shorted cell and keep a small loop inductance $L$:

$$L\frac{di}{dt}=-M(q)i+e(t),\qquad \langle e(t)e(t')\rangle=\Gamma\,\delta(t-t').$$

The noise strength $\Gamma$ follows from equilibrium. At fixed $q$,

$$\frac{d\langle i^2\rangle}{dt}=-\frac{2M}{L}\langle i^2\rangle+\frac{\Gamma}{L^2}.$$

The first term is damping and the second is the variance supplied by white noise. In equilibrium the left side vanishes and equipartition gives $L\langle i^2\rangle=kT$, hence $\Gamma=2ML\langle i^2\rangle=2kTM$.

If $M$ were constant, then for times much longer than $L/M$ the current would be $e/M$, and

$$\mathrm{Var}\,q=\frac{1}{M^2}\int_0^t\!\!\int_0^t\langle e(s)e(s')\rangle\,ds\,ds'
=\frac{2kTM\,t}{M^2}=\frac{2kT\,t}{M}.$$

The mean current is zero, but the variance of its integral grows. A series resistance $R$ at the same temperature replaces $M$ by $M+R$ throughout.

**Q.** But $M$ changes as the charge wanders. With noise whose strength depends on the state, different stochastic rules give different answers. Which one applies?

**A.** The circuit decides. With inductance present, $q$ is a smooth function of time and the noise acts on $i$ alone, so there is no ambiguity. The joint density $P(q,i,t)$ obeys

$$\frac{\partial P}{\partial t}=-i\frac{\partial P}{\partial q}
+\frac{M}{L}\frac{\partial(iP)}{\partial i}
+\frac{kTM}{L^2}\frac{\partial^2P}{\partial i^2}.$$

Define the charge density $n=\int P\,di$ and its flux $J=\int iP\,di$. Integrating over $i$ gives $\partial_t n=-\partial_qJ$. Multiplying by $i$ first, and integrating the damping term by parts, gives

$$\frac{\partial J}{\partial t}=-\frac{\partial}{\partial q}\int i^2P\,di-\frac{M}{L}J.$$

The last term of the equation for $P$ contributes nothing, since two integrations by parts make it proportional to $\partial_i^2 i=0$. For small $L$ the current reaches its thermal distribution before $q$ changes appreciably, so $\int i^2P\,di\simeq(kT/L)n$. The flux also relaxes within a time of order $L/M$, so $\partial_tJ$ may be dropped. Then

$$J=-D(q)\frac{\partial n}{\partial q},\qquad D(q)=\frac{kT}{M(q)},\qquad
\frac{\partial n}{\partial t}=\frac{\partial}{\partial q}\left(D\frac{\partial n}{\partial q}\right).$$

The condition is that the charge passed in one current memory time, about $\sqrt{kTL}/M$, is small compared with the scales on which $n$ and $M$ vary.

I compared this with a numerical solution of the equation for $P$, using Hermite functions in current and a grid in charge. $M$ fell linearly by a factor of ten over the state range. The starting distribution was Gaussian, with a width of 0.02 of that range, and the run lasted 500 times $L/M$ at mid-range. The full equation gave 0.996 of the mean drift and 0.998 of the variance growth predicted by diffusion. A rule with no noise-induced drift would have failed this test.

**Q.** Mean drift? You have a short circuit at one temperature. Is a mean current not a perpetual motion machine?

**A.** It would be if it persisted. For any smooth $f(q)$, with the density far from any limits, two integrations by parts give

$$\frac{d\langle f\rangle}{dt}=\int f\,(Dn')'\,dq=-\int f'Dn'\,dq=\langle(Df')'\rangle.$$

Setting $f=q$ gives $d\langle q\rangle/dt=\langle D'\rangle$, a drift towards lower resistance, where the charge moves more readily. But a known, localized state is not in equilibrium. Its free energy is $F=kT\int n\ln n\,dq$ plus a constant, and

$$\frac{dF}{dt}=kT\int(\ln n+1)(Dn')'\,dq=-kT\int D\frac{(n')^2}{n}\,dq\le0.$$

The drift accompanies the loss of this free energy. For a uniform density $n'=0$, so $J=0$ whatever the form of $M(q)$.

**Q.** How does the variance grow once the changing resistance is included?

**A.** Put $f=q^2$ into the same identity. Since $(2qD)'=2D+2qD'$, subtracting $d\langle q\rangle^2/dt=2\langle q\rangle\langle D'\rangle$ leaves

$$\frac{d}{dt}\mathrm{Var}\,q=2\langle D\rangle+2\,\mathrm{Cov}(q,D').$$

Start from a sharp value $q_0$ and evaluate all coefficients there. To first order in time, $f=D$ gives $\langle D\rangle=D+(D'^2+DD'')t$. Also $\mathrm{Cov}(q,D')=D''\,\mathrm{Var}\,q=2DD''t$. Therefore

$$\frac{d}{dt}\mathrm{Var}\,q=2D+(2D'^2+6DD'')t,$$

$$\mathrm{Var}\,q=2Dt+(D'^2+3DD'')t^2+\cdots.$$

For linear $M(q)$, $D'=-DM'/M$ and $D''=2D(M'/M)^2$. The bracket equals $7D^2(M'/M)^2$, so

$$\mathrm{Var}\,q=2Dt\left[1+\frac74\left(\frac{M'}{M}\right)^2 2Dt+\cdots\right].$$

The simple law $2kTt/M$ is thus the leading term, good while the spread is small compared with $M/|M'|$.

**Q.** Put in numbers for a fast cell. I care about the state between fully off and fully on, not coulombs.

**A.** Let $Q_s$ be the charge that switches the cell completely and let $x=q/Q_s$. I take round values in the rough range of a fast filamentary oxide cell: $M$ falls linearly from 100 kΩ at $x=0$ to 10 kΩ at $x=1$, $Q_s=1$ pC and $T=300$ K. At mid-state $M_{\rm mid}=55$ kΩ, and $kT=4.142\times10^{-21}$ J. Then

$$\frac{\mathrm{Var}\,x}{t}=\frac{2kT}{M_{\rm mid}Q_s^2}
=\frac{2(4.142\times10^{-21}\,\mathrm J)}{(5.5\times10^4\,\Omega)(10^{-12}\,\mathrm C)^2}
=0.151\ \mathrm{s^{-1}}.$$

A spread of 0.1, one tenth of the full range, is reached after $0.01/0.1506=0.0664$ s, or 66.4 ms.

To follow the state further I need a rule at the ends. The resistance saturates there: $x$ stops, although current may continue, and reversed current moves it back. The state density then has zero flux at $x=0$ and $x=1$. Solving the diffusion equation on a grid from a sharp mid-state gives these spreads $\sigma_x=\sqrt{\mathrm{Var}\,x}$:

| Time (s) | Diffusion equation | Linear variance law |
|---:|---:|---:|
| 0.001 | 0.0123 | 0.0123 |
| 0.01 | 0.0389 | 0.0388 |
| 0.1 | 0.128 | 0.123 |
| 1 | 0.277 | 0.388 |
| 10 | 0.289 | 1.227 |

At first the changing resistance makes the true spread slightly larger than the linear law. Later the stops limit it to the value for a uniform density, $1/\sqrt{12}=0.289$. At 66.4 ms the mean has moved by 0.009 towards the low-resistance end, much less than the spread.

**Q.** When is the stored value gone, rather than merely blurred?

**A.** Use the slowest decay rate $\lambda$ of a departure from uniformity. Write the departure as $p(x)e^{-\lambda t}$ and its flux as $J(x)e^{-\lambda t}$. Conservation gives $J'=\lambda p$, while diffusion gives $p'=-(MQ_s^2/kT)J$. Differentiating the first relation and inserting the second,

$$J''+\lambda\frac{MQ_s^2}{kT}J=0,\qquad J(0)=J(1)=0.$$

This is the equation for the modes of a string with uneven mass. Multiplying by $J$ and integrating by parts expresses $\lambda$ as a ratio whose minimum over functions vanishing at the ends is the lowest rate:

$$\lambda=\min_J\frac{\int_0^1J'^2dx}{\int_0^1(MQ_s^2/kT)J^2dx}
\le\frac{\pi^2kT}{M_{\rm mid}Q_s^2}.$$

The bound comes from trying $J=\sin\pi x$. The numerator is $\pi^2/2$. In the denominator, the part of $M$ that is odd about $x=1/2$ cancels, leaving $M_{\rm mid}Q_s^2/2kT$.

For linear $M$ a shift and rescaling of $x$ turns the equation into Airy's equation. Imposing zero flux at both ends and finding the root numerically gives $\lambda t_0=9.60$, where $t_0=M_{\rm mid}Q_s^2/kT=13.28$ s. The forgetting time is $1/\lambda=13.28/9.60=1.38$ s.

**Q.** Could I simply write the state harder?

**A.** Not in a given cell: a higher voltage shortens the write and leaves the retention time unchanged. A cell built with larger $M$ or $Q_s$ holds its state longer, but the exchange is poor. At constant writing voltage $V$, integrate $V\,dt=M\,dq$ over the full range. For linear $M$ this gives $Vt_w=M_{\rm mid}Q_s$, and the energy is $E_w=\int Vi\,dt=VQ_s$. Let $t_\delta$ be the time to reach a state spread $\delta$ from mid-state. The leading law gives

$$t_\delta=\frac{\delta^2M_{\rm mid}Q_s^2}{2kT}
=\frac{\delta^2Q_sV\,t_w}{2kT},
\qquad \frac{t_\delta}{t_w}=\frac{\delta^2E_w}{2kT}.$$

At 1 V the example takes 55 ns and 1 pJ to write. Since $E_w/kT=2.414\times10^8$, the ratio for $\delta=0.1$ is $0.01(2.414\times10^8)/2=1.21\times10^6$. That large ratio still yields only 66 ms.

For ten years, $3.154\times10^8$ s, with the same write time and permitted spread,

$$E_w=\frac{2kT\,t_\delta}{\delta^2t_w}
=\frac{2(4.142\times10^{-21})(3.154\times10^8)}{0.01(5.5\times10^{-8})}\,\mathrm J
=4.75\ \mathrm{mJ}.$$

This is almost five thousand million times the original energy, and it describes a different device: at the same $M_{\rm mid}$ it needs $Q_s=69$ nC and a writing voltage of 69 kV, and at 1 V it needs $Q_s=4.75$ mC and $M_{\rm mid}\approx12$ µΩ. Forgetting therefore means a finite retention time, not necessarily a short one: a device with a very large $Q_s$ may hold its state for long.

**Q.** My cells are not shorted when idle. What if one is disconnected?

**A.** That changes the conclusion. Let the terminals have capacitance $C$ in parallel with an external leakage resistance $R$, also at $T$, and treat $M$ as constant. The external impedance is $Z=R/(1+i\omega RC)$; here $i$ beside $\omega$ is the imaginary unit. The two-sided noise-voltage spectra of $M$ and $Z$ are $2kTM$ and $2kT\,\mathrm{Re}\,Z$. With $Y=1/(M+Z)$, the current spectrum is

$$S_i=2kT(M+\mathrm{Re}\,Z)|Y|^2=2kT\,\mathrm{Re}\,Y.$$

Separating the high-frequency value of $Y$ gives

$$Y=\frac1M-\frac{R}{M(M+R)}\frac1{1+i\omega\tau},\qquad
\tau=\frac{CMR}{M+R}.$$

Since $1/(1+\omega^2\tau^2)$ is the transform of $e^{-|s|/\tau}/(2\tau)$, the current correlation at time difference $s$ is

$$\frac{2kT}{M}\delta(s)-\frac{kT}{\tau}\frac{R}{M(M+R)}e^{-|s|/\tau}.$$

Integrate over both times from 0 to $t$. The exponential contributes $2\tau[t-\tau(1-e^{-t/\tau})]$, so

$$\mathrm{Var}\,q=\frac{2kTt}{M}-\frac{2kTR}{M(M+R)}\left[t-\tau(1-e^{-t/\tau})\right]$$

$$\phantom{\mathrm{Var}\,q}=\frac{2kTt}{M+R}+2kTC\left(\frac{R}{M+R}\right)^2(1-e^{-t/\tau}).$$

For $R\to\infty$ the growing term vanishes and the variance saturates at $2kTC$. The capacitor's energy supplies the missing restoring force. The factor two arises because $q$ is the difference between the capacitor charges at two times, each with variance $kTC$. For $C=1$ fF the limiting state spread is $\sqrt{2kTC}/Q_s=2.9\times10^{-6}$, which is negligible.

A real selector leaks. With $R=1$ TΩ the growing term dominates, and a spread of 0.1 takes

$$\frac{\delta^2Q_s^2(M+R)}{2kT}\simeq
\frac{10^{-26}\times10^{12}}{8.284\times10^{-21}}\,\mathrm s
=1.21\times10^6\ \mathrm s,$$

or 14 days. Isolation slows diffusion, but any dc path eventually permits it.

**Q.** What does a barrier do that a larger writing energy does not?

**A.** It makes a large fluctuation necessary before the state can change. Add a state energy $U=E_b\sin^2\pi x$, with wells at the two ends. The device is then no longer ideal: its voltage contains the extra term $dU/dq$. The force $-dU/dq$ adds $-(n/L)dU/dq$ to the equation for $\partial_tJ$. Eliminating the current as before, and changing to $x$,

$$J=-\frac{kT}{MQ_s^2}e^{-U/kT}\frac{\partial}{\partial x}\left(ne^{U/kT}\right).$$

Set $b=E_b/kT$. For a high barrier each well is nearly in equilibrium, so $ne^{U/kT}$ is nearly a constant, $A_0$ on the left and $A_1$ on the right. Using $\sin^2\pi x=(1-\cos2\pi x)/2$ and $I_0(z)=\int_0^1e^{z\cos2\pi x}dx$, the well populations are

$$N_j=\tfrac12A_je^{-b/2}I_0(b/2),\qquad j=0,1.$$

The flux is nearly constant across the barrier. Dividing out the prefactor and integrating gives

$$A_0-A_1=J\int_0^1\frac{MQ_s^2}{kT}e^{U/kT}dx
=J\,t_0\,e^{b/2}I_0(b/2),$$

where the odd part of linear $M$ again cancels. Substituting for $A_0-A_1$ gives $J=2(N_0-N_1)/[t_0I_0(b/2)^2]$. One crossing changes the population difference by two, so

$$\frac{d(N_0-N_1)}{dt}=-2J,\qquad
\lambda=\frac{4}{t_0I_0(b/2)^2}\simeq\frac{4\pi b\,e^{-b}}{t_0}.$$

The last form uses $I_0(b/2)\simeq e^{b/2}/\sqrt{\pi b}$. Numerical diagonalization of the diffusion operator gave rates within 0.1% of the Bessel-function formula at barriers of $9kT$ and $12kT$.

With $M$ and $Q_s$ unchanged, a lifetime $1/\lambda$ of ten years needs $E_b=22.6kT=0.584$ eV. This protects a choice between two wells, not a continuous range of values. Lifetime grows nearly exponentially with $E_b$, whereas without a barrier it grows linearly with writing energy at fixed write time.

**Q.** Would that barrier make my shorted cell safe in the laboratory?

**A.** Safe against thermal noise in this model, but not against a small dc voltage. The greatest restoring voltage is $\max|dU/dq|=\pi E_b/Q_s$. Here $E_b=22.61kT=9.36\times10^{-20}$ J, so it is only about 0.3 µV. A larger constant offset removes the barrier, and a smaller one already spoils retention: 0.1 µV cuts the mean time to leave the disfavoured well from 20 years to between 6 and 8 hours, depending on which well is disfavoured.

Without the barrier, an offset $V_0$ moves mid-state by about $V_0t/(M_{\rm mid}Q_s)$. In 66.4 ms, 83 nV gives a shift of 0.1, equal to the noise spread. At a rough thermoelectric coefficient of 100 µV/K, a temperature difference of 0.83 mK suffices. A 1 µV offset gives a nominal shift of 1.2, enough to drive the state to a stop. Until the stops matter, offset drift grows as $t$ and noise spread as $\sqrt t$. A steady offset therefore wins in the end if $V_0Q_s$ is well above $kT$, which here means an offset well above 4 nV. For an offset well below 4 nV the state ends nearly uniform between the stops, and the offset never wins.

**Q.** Yet real cells can keep data for years. What has the model left out?

**A.** Resistances of tens of kilohms, writing in tens of nanoseconds and energies near a picojoule are plausible for fast filamentary cells, but values vary widely. The assumption that fails most seriously is that every coulomb moves the state equally. In such cells most of the current is electronic, while the state depends on ions that must hop over barriers and respond very nonlinearly to voltage.

A rough estimate shows the scale of the electrically driven part. Suppose the state's speed follows $\sinh(V/V_s)$ with $V_s=50$ mV, and keep its speed at 1 V unchanged. Relative to a linear response, the gain near zero voltage is smaller by $\sinh(20)/20=1.2\times10^7$. Take the cell disconnected, so that $V$ is the voltage on its own capacitance $C$, which discharges through the electronic resistance $M$. In a short the time integral of $V$ would be far smaller. Its thermal value $\sqrt{kT/C}$ is 2.0 mV for 1 fF, small enough to use that gain. Its correlation decays in a time $MC$, so at long times $\int V\,dt/M$ has variance $2(kT/C)(MC)t/M^2=2kTt/M$. A linear response to $V$ would therefore give the same spread as the shorted ideal memristor. The unbounded ten-year spread, $\sqrt{0.1506\times3.154\times10^8}=6.9\times10^3$, then falls to $6\times10^{-4}$. This counts electrically driven motion alone, and that is not the larger part. A $\sinh$ law is the difference of forward and backward hop rates, and both persist at zero voltage. If $N$ independent hops span the range, with no energy favouring any state, the variance rate is $1/[N\,t_w\sinh(20)]=0.075/N$ per second, so for $N=100$ a spread of 0.1 takes 13 s. This law therefore removes the electrical noise as a cause of forgetting but does not by itself explain years of retention. That needs a stronger nonlinearity or a state energy, and must be calculated from the ions' barriers.

Other corrections are smaller here. At 85 °C, with $M$ unchanged, the variance rate rises by 19%. One electron changes $x$ by $1.6\times10^{-7}$. For the disconnected cell the quantum time $\hbar/kT=25$ fs is far below the circuit time $M_{\rm mid}C=55$ ps, so classical noise is adequate. In a short the circuit time is $L/M$, which need not be longer than 25 fs, but the spread over milliseconds is set by noise at frequencies far below $kT/\hbar$, where the classical strength still holds. Long retention in a shorted cell with these values of $M$ and $Q_s$ is therefore evidence that the cell is not an ideal memristor.
